\section*{Bloch–Grüneisen Resistivity from Ziman's Variational Principle and from Momentum Balance}

\section{A current among thermal phonons}

A pure metal carries a current while its ions vibrate. When the metal is hot, every vibrational mode has an occupation proportional to $T$, and the resistivity is expected to grow linearly. When it is cold, thermal phonons have wavenumbers $q\propto T$, so they are few and each deflects an electron through a small angle. We seek one formula for both regimes, and the meaning of its linear slope.

The model is an isotropic, degenerate metal with $n_e$ electrons per volume, mass $m$, charge $-e$ and energy $\varepsilon_k=\hbar^2k^2/2m$. The phonons form a longitudinal Debye branch $\omega=cq$, cut off at $q_D<2k_F$, with $\hbar cq_D=k_B\Theta$. They stay in equilibrium, with occupation $n=(e^{\hbar\omega/k_BT}-1)^{-1}$, because other processes are assumed to remove the momentum they receive. Umklapp scattering is left out. A wave of amplitude $a$ and strain $qa$ shifts the electron energy by $Dqa$, where $D$ is the deformation potential. With the squared zero-point amplitude $\hbar/(2\rho_MV\omega)$, mass density $\rho_M$ and volume $V$, the squared matrix element is
\begin{equation}
|g_q|^2=D^2q^2\,\frac{\hbar}{2\rho_MV\omega}=\frac{D^2\hbar q}{2\rho_McV}.
\label{g}
\end{equation}
SI units are used. Sums over $\mathbf k$ are per spin, and phonon scattering conserves spin.

\section{First derivation: the variational principle}

\subsection{The bound}

Let $f^0$ be the Fermi function, and write the occupation in a field $E$ along $x$ as
\begin{equation}
f_k=f^0_k-\phi_k\frac{\partial f^0}{\partial\varepsilon}
=f^0_k+\frac{\phi_k}{k_BT}f^0_k(1-f^0_k).
\end{equation}
Let $W_{kk'}$ be the transition rate from $k$ to $k'$. In equilibrium, detailed balance makes $P_{kk'}=f^0_k(1-f^0_{k'})W_{kk'}$ symmetric. To first order in $\phi$, the loss term $f_k(1-f_{k'})W_{kk'}$ changes by $P_{kk'}[\phi_k(1-f^0_k)-\phi_{k'}f^0_{k'}]/k_BT$, and the gain term by $P_{kk'}[\phi_{k'}(1-f^0_{k'})-\phi_kf^0_k]/k_BT$. Gain minus loss is therefore $-L\phi$, with
\begin{equation}
(L\phi)_k=\frac1{k_BT}\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}).
\end{equation}
Since $\hbar\dot k_x=-eE$, the steady Boltzmann equation is $-eEv_x\,\partial f^0/\partial\varepsilon=-L\phi$, or
\begin{equation}
L\phi=EX,\qquad X_k=-ev_x\left(-\frac{\partial f^0}{\partial\varepsilon}\right).
\end{equation}
With $\langle a,b\rangle=\sum_ka_kb_k$ and a factor 2 for spin, the current density is $j=(2/V)\langle X,\phi\rangle=\sigma E$.

Because $P$ is symmetric, exchanging $k$ and $k'$ and averaging the two forms gives
\begin{equation}
\langle\psi,L\psi\rangle=\frac1{2k_BT}\sum_{kk'}P_{kk'}(\psi_k-\psi_{k'})^2\ge0 .
\label{diss}
\end{equation}
A symmetric non-negative form obeys the Cauchy--Schwarz inequality,
$\langle\psi,L\phi\rangle^2\le\langle\psi,L\psi\rangle\langle\phi,L\phi\rangle$. Its left side is $E^2\langle X,\psi\rangle^2$, and $\langle\phi,L\phi\rangle=E\langle X,\phi\rangle=E^2\sigma V/2$. Hence
\begin{equation}
\rho=\frac1\sigma\le\frac V2\,\frac{\langle\psi,L\psi\rangle}{\langle X,\psi\rangle^2},
\label{ziman}
\end{equation}
with equality for $\psi=\phi$. This is Ziman's principle.

\subsection{The trial function and the coupling constant}

Take $\psi=v_x$, a rigid displacement of the Fermi sphere. Let $N$ be the density of states per spin of the whole crystal, and let $\langle v_x^2\rangle$ be the Fermi-surface average. To leading order in $k_BT/E_F$, $\langle X,v_x\rangle=-eN\langle v_x^2\rangle$. The plasma frequency is defined by
\begin{equation}
\varepsilon_0\omega_p^2=\frac{2e^2N\langle v_x^2\rangle}{V}=\frac{n_ee^2}{m},
\end{equation}
where the last form holds for free electrons. The right side of (\ref{ziman}) becomes
\begin{equation}
\rho=\frac1{\varepsilon_0\omega_p^2\tau},\qquad
\frac1\tau=\frac{\langle v_x,Lv_x\rangle}{N\langle v_x^2\rangle}.
\label{tau}
\end{equation}
From here on $\rho$ denotes this trial value.

The golden rule gives absorption with weight $n$ and emission with weight $n+1$. The energy integrals follow from
\begin{equation}
f^0(\varepsilon)[1-f^0(\varepsilon+\Delta)]
=\frac{f^0(\varepsilon)-f^0(\varepsilon+\Delta)}{1-e^{-\Delta/k_BT}},
\end{equation}
because the numerator integrates to $\Delta$. For $\Delta=\hbar\omega$ the result is $\hbar\omega(n+1)$; for $\Delta=-\hbar\omega$ it is $\hbar\omega n$. After weighting, each process contributes $\hbar\omega\,n(n+1)$, so
\begin{equation}
\langle v_x,Lv_x\rangle=\frac1{2k_BT}\frac{2\pi}\hbar\sum_{kk'}|g|^2
\delta(\varepsilon_k-E_F)\delta(\varepsilon_{k'}-E_F)(v_x-v_x')^2\,2\hbar\omega\,n(n+1).
\label{fs}
\end{equation}
Collect the temperature-independent part in the transport spectral function
\begin{equation}
\alpha_{tr}^2F(\omega)=\frac1{\hbar N}\sum_{kk'}|g|^2
\frac{(v_x-v_x')^2}{2\langle v_x^2\rangle}
\delta(\varepsilon_k-E_F)\delta(\varepsilon_{k'}-E_F)\delta(\omega-\omega_q),
\end{equation}
and define the transport coupling constant $\lambda_{tr}=2\int\alpha_{tr}^2F\,d\omega/\omega$. Then
\begin{equation}
\frac1\tau=\frac{4\pi\hbar}{k_BT}\int_0^\infty\alpha^2_{tr}F(\omega)\,\omega\,n(n+1)\,d\omega .
\label{general}
\end{equation}

For scattering through an angle $\theta$, the average of $(v_x-v_x')^2/(2\langle v_x^2\rangle)$ over orientations is $1-\cos\theta=q^2/2k_F^2$. The uniform angular measure is $|d\cos\theta|/2=q\,dq/2k_F^2$. With (\ref{g}),
\begin{equation}
\alpha_{tr}^2F=\frac N\hbar\int_0^{q_D}\frac{q\,dq}{2k_F^2}\,
\frac{D^2\hbar q}{2\rho_McV}\,\frac{q^2}{2k_F^2}\,\delta(\omega-cq)
=\frac NV\frac{D^2q^4}{8\rho_Mc^2k_F^4}\bigg|_{q=\omega/c}.
\end{equation}
This is proportional to $\omega^4$ up to $\omega_D=cq_D$. Since $2\int_0^{\omega_D}\omega^3d\omega/\omega_D^4=1/2$,
\begin{equation}
\alpha_{tr}^2F=2\lambda_{tr}\left(\frac\omega{\omega_D}\right)^4,\qquad
\lambda_{tr}=\frac NV\frac{D^2q_D^4}{16\rho_Mc^2k_F^4}.
\label{lambda}
\end{equation}
Put this into (\ref{general}) with $z=\hbar\omega/k_BT$. The integral supplies $(k_BT/\hbar)^6/\omega_D^4$, and
\begin{equation}
\boxed{\rho(T)=\frac{8\pi\lambda_{tr}k_B\Theta}{\hbar\varepsilon_0\omega_p^2}
\left(\frac T\Theta\right)^5J_5\!\left(\frac\Theta T\right)},\quad
J_5(y)=\int_0^y\frac{z^5\,dz}{(e^z-1)(1-e^{-z})}.
\label{bg}
\end{equation}

\section{Second derivation: momentum balance}

Now suppose that the electrons form a drifting Fermi gas, $f_k=f^0(\varepsilon_k-\hbar\mathbf k\cdot\mathbf u)$, with small mean velocity $\mathbf u$. The resistivity follows from the momentum they give to the phonons.

Phonon $\mathbf q$ is emitted in $\mathbf k+\mathbf q\to\mathbf k$ and absorbed in the reverse process. The net emission rate, with both spins, is
\begin{equation}
R_q=\frac{4\pi}\hbar|g_q|^2\sum_k\left[(n+1)f_{k+q}(1-f_k)-nf_k(1-f_{k+q})\right]
\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega).
\end{equation}
The arguments of the two Fermi functions differ by $\hbar(\omega-\mathbf q\cdot\mathbf u)$, which implies $f_{k+q}(1-f_k)=(f_k-f_{k+q})\,n(\omega-\mathbf q\cdot\mathbf u)$. Also $f_{k+q}(1-f_k)-f_k(1-f_{k+q})=f_{k+q}-f_k$. The square bracket is thus
\begin{equation}
(f_k-f_{k+q})\,[n(\omega-\mathbf q\cdot\mathbf u)-n(\omega)].
\end{equation}
The second factor vanishes at $\mathbf u=0$, so to first order the Fermi functions may be taken at rest. Expanding with $-\partial n/\partial\omega=(\hbar/k_BT)n(n+1)$,
\begin{equation}
R_q=\Gamma_q\,(\mathbf q\cdot\mathbf u)\frac{\hbar}{k_BT}n(n+1),\quad
\Gamma_q=\frac{4\pi}\hbar|g_q|^2\sum_k(f^0_k-f^0_{k+q})\,
\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega).
\end{equation}

In the sum, the angle between $\mathbf k$ and $\mathbf q$ is fixed by the delta function, whose Jacobian is $m/(\hbar^2kq)$. An allowed angle exists for the thermal electrons because $q<2k_F$ and $c$ is far below the Fermi velocity. With $k\,dk=m\,d\varepsilon/\hbar^2$,
\begin{align}
\sum_k(\ldots)&=\frac V{4\pi^2}\int k^2dk\,\frac m{\hbar^2kq}
[f^0(\varepsilon)-f^0(\varepsilon+\hbar\omega)]
=\frac{Vm^2\omega}{4\pi^2\hbar^3q},\\
\Gamma_q&=\frac{4\pi}\hbar\,\frac{D^2\hbar q}{2\rho_McV}\,\frac{Vm^2c}{4\pi^2\hbar^3}
=\frac{D^2m^2q}{2\pi\rho_M\hbar^3}.
\end{align}

Each net emission removes $\hbar\mathbf q$ from the electrons. The momentum lost per volume and time is $V^{-1}\sum_q\hbar\mathbf qR_q$. Over directions, $\mathbf q(\mathbf q\cdot\mathbf u)$ averages to $q^2\mathbf u/3$, so the loss is
\begin{equation}
\frac{\hbar^2\mathbf u}{3k_BT}\int_0^{q_D}\frac{q^2dq}{2\pi^2}\,q^2\Gamma_q\,n(n+1)
=\frac{D^2m^2\mathbf u}{12\pi^3\rho_M\hbar k_BT}\int_0^{q_D}q^5n(n+1)\,dq .
\end{equation}
Call this $n_em\mathbf u/\tau$. With $q=k_BTz/\hbar c$,
\begin{equation}
\frac1\tau=\frac{mD^2(k_BT)^5}{12\pi^3n_e\rho_M\hbar^7c^6}\,J_5\!\left(\frac\Theta T\right).
\label{balance}
\end{equation}
In the steady state $-n_eeE=n_emu/\tau$. The current $j=-n_eeu$ is then $n_ee^2\tau E/m$, which is $\rho=1/(\varepsilon_0\omega_p^2\tau)$ again.

To compare with (\ref{bg}), insert $N/V=mk_F/2\pi^2\hbar^2$ and $k_F^3=3\pi^2n_e$ in (\ref{lambda}). This gives $\lambda_{tr}=mD^2q_D^4/(96\pi^4\hbar^2\rho_Mc^2n_e)$. Using it to eliminate $D^2$ from (\ref{balance}), together with $\hbar cq_D=k_B\Theta$, yields
$1/\tau=8\pi\lambda_{tr}(k_B\Theta/\hbar)(T/\Theta)^5J_5$. The two results agree, factors included.

\section{The two limits}

For $T\ll\Theta$ the upper limit of $J_5$ may be set to infinity. Since $n(n+1)=-dn/dz$, integration by parts gives $J_5(\infty)=5\int_0^\infty z^4n\,dz=5\,\Gamma(5)\zeta(5)=120\,\zeta(5)\approx124.4$, and $\rho\propto T^5$. Three powers come from the scattering rate and two from the small momentum loss, $1-\cos\theta\propto q^2\propto T^2$.

For $T\gg\Theta$ write $n(n+1)=1/[4\sinh^2(z/2)]$, so that $z^2n(n+1)=1-z^2/12+\ldots$ and $J_5(y)=y^4/4-y^6/72+\ldots$. Therefore
\begin{equation}
\rho=AT\left[1-\frac1{18}\frac{\Theta^2}{T^2}+\ldots\right],\qquad
A=\frac{2\pi\lambda_{tr}k_B}{\hbar\varepsilon_0\omega_p^2}.
\label{slope}
\end{equation}
The slope does not depend on the Debye form. In (\ref{general}), $n(n+1)\to(k_BT/\hbar\omega)^2$ leaves $1/\tau=(4\pi k_BT/\hbar)\int\alpha_{tr}^2F\,d\omega/\omega=2\pi\lambda_{tr}k_BT/\hbar$ for any spectrum bounded in frequency. If phonon scattering alone sets the slope, its measured value and a known $\omega_p$ thus determine $\lambda_{tr}$, within the $v_x$ trial function and for harmonic phonons. In a real metal this $\lambda_{tr}$ includes Umklapp scattering, which (\ref{lambda}) omits. At high but finite $T$ the chord $\rho/T$ lies below $A$, while the tangent $d\rho/dT\approx A[1+\Theta^2/(18T^2)]$ lies above it.

\section{A monovalent model metal}

Take $n_e=6\times10^{28}\,\mathrm{m^{-3}}$, one ion of mass $50\,\mathrm u$ per electron, $\Theta=300$ K and $D=4$ eV $=6.409\times10^{-19}$ J. Then $E_F=5.59$ eV, $q_D/k_F=2^{1/3}=1.260$, $c=2574$ m/s, $\rho_M=4982\,\mathrm{kg/m^3}$, $N/V=5.026\times10^{46}\,\mathrm{J^{-1}m^{-3}}$ and $\omega_p=1.382\times10^{16}$ rad/s. From (\ref{lambda}),
\begin{equation}
\lambda_{tr}=\frac{5.026\times10^{46}\,(6.409\times10^{-19})^2\,(1.260)^4}
{16\times4982\times(2574)^2}=0.0985 .
\end{equation}
Without the weight $1-\cos\theta$ the same average gives $\lambda=0.248$, larger by the factor $4k_F^2/q_D^2=2.52$. The slope is
\begin{equation}
A=\frac{2\pi\times0.0985\times1.309\times10^{11}}
{8.854\times10^{-12}\,(1.382\times10^{16})^2}\,\Omega\,\mathrm{m/K}
=4.79\times10^{-11}\,\Omega\,\mathrm{m/K},
\end{equation}
where $1.309\times10^{11}\,\mathrm{K^{-1}s^{-1}}$ is $k_B/\hbar$. This is $4.79\times10^{-3}\,\mu\Omega\,$cm/K. At 300 K, numerical quadrature gives $J_5(1)=0.2366$, and $\rho=4A\Theta J_5(1)=1.36\,\mu\Omega\,$cm. Other values of (\ref{bg}) are:

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\rho$ ($\mu\Omega\,$cm) & $d\ln\rho/d\ln T$ & $\rho/AT$\\
10 & $2.94\times10^{-5}$ & 5.00 & 0.001\\
20 & $9.40\times10^{-4}$ & 4.97 & 0.010\\
60 & $9.25\times10^{-2}$ & 2.88 & 0.322\\
100 & 0.302 & 1.85 & 0.631\\
300 & 1.36 & 1.11 & 0.946\\
600 & 2.84 & 1.03 & 0.986
\end{tabular}
\end{center}

At $T=\Theta$ the resistivity is already within 6\% of the linear law. Reading $\lambda_{tr}$ from the chord there gives 0.093, and from the tangent 0.103. At 600 K the two readings are 0.097 and 0.100, on either side of 0.0985.

These numbers illustrate the formula; they do not predict the resistivity of a real monovalent metal. A fraction $1-q_D^2/4k_F^2=0.60$ of all pairs of points on the Fermi sphere are further apart than $q_D$. Scattering between them requires Umklapp processes, which the model leaves out.

\section{What each derivation assumes}

The drifting gas has $\phi_k=\hbar\mathbf k\cdot\mathbf u$, which is proportional to the trial function $v_x$. The formulas agree for this reason, but their standing differs. The variational route assumes no form for the true distribution and returns an upper bound on the resistivity of the Boltzmann model. Momentum balance assumes the distribution and returns a value; taken alone, it gives no sign for the error if the assumption fails. Here the sign is known only because the value equals the variational bound.

The drifting form is justified when momentum-conserving electron--electron collisions dominate. They add to $L$ a non-negative operator that annihilates $k_x$, so the bound for $\psi=v_x$ is unchanged. Other trial functions that couple to the field are penalized, and as these collisions become very fast the resistivity tends to (\ref{bg}). The model metal is not in this regime at the tabulated temperatures. At 10 K, for example, the estimate $(k_BT)^2/\hbar E_F$ of their rate is $2\times10^8\,\mathrm{s^{-1}}$, against about $2\times10^{10}\,\mathrm{s^{-1}}$ for the total rate of scattering by phonons at the Fermi level. This rate, without the weight $1-\cos\theta$, is the one to compare, because it governs how $\phi$ varies with energy; the transport rate $1/\tau$ is only $5\times10^8\,\mathrm{s^{-1}}$ there.

Without them, isotropy permits $\phi=k_xc(\varepsilon)$, where $c(\varepsilon)$ is now a function of energy. Averaging over orientations turns $(\phi-\phi')^2$ into
\begin{equation}
\frac{k_F^2}3\left[(c-c')^2+\frac{q^2}{k_F^2}\,cc'\right].
\end{equation}
At low $T$ the factor $q^2/k_F^2$ in the second term is small, of order $\eta\propto T^2$. With $c$ scaled to be near 1, a variation of $c$ with energy, of amplitude $a$, changes the functional by terms of order $a\eta$ and $a^2$. The best $a$ is of order $\eta$, and the gain $\eta^2$ is a fraction $\eta$ of the resistivity. The error of the trial function thus falls as $T^2$. At high $T$ the energy transfers are small compared with $k_BT$; for constant $c$, $L\phi$ then has the same energy profile as $X$, and constant $c$ solves the equation to leading order.

Solving the linear equation for $c(\varepsilon)$ on a uniform energy grid, for the monovalent ratio $q_D/k_F$, gives the excess of the trial resistivity over the solved one, relative to the trial value:
\begin{center}
\begin{tabular}{lrrrrrr}
$\Theta/T$ & 1 & 2 & 5 & 10 & 20 & 40\\
excess (\%) & 0.2 & 1.6 & 9.1 & 9.2 & 2.9 & 0.7
\end{tabular}
\end{center}
Both limiting laws survive in the model with their coefficients. Between them (\ref{bg}) is too high. The excess peaks between the sampled temperatures, at about 11\% of the trial value near $\Theta/T=7$, and the tabulated resistivity at 60 K is too high by about 9\% of its own value.

The variational route also extends more readily: (\ref{general}) admits other bands and spectra, provided that velocities and couplings vary little within $k_BT$ and $\hbar\omega$ of the Fermi level. The balance argument, as given, uses $m\mathbf v=\hbar\mathbf k$.

Both routes need equilibrium phonons, and the second shows why. If the phonons drifted with the electrons, their occupation would be $n(\omega-\mathbf q\cdot\mathbf u)$, the net emission would vanish, and normal scattering would give no resistance. The $T^5$ law, as derived here, therefore requires that other processes relax the phonon momentum much faster than collisions with electrons do. This is a strong assumption when the metal is cold. In the model metal at 10 K, electrons relax phonons of energy $5k_BT$ at the rate $\Gamma_q\approx2\times10^{10}\,\mathrm{s^{-1}}$, whereas boundaries 1 mm apart act at a rate of only about $c/(1\,\mathrm{mm})\approx3\times10^6\,\mathrm{s^{-1}}$. The transport mean free path of the electrons, $v_F\tau\approx3$ mm at this temperature, also exceeds that spacing, so such boundaries would scatter the electrons too and the bulk value of $\rho$ would not apply. Umklapp scattering, which both routes omit, adds large-angle events and can change the coefficient and the temperature dependence.

Numbers in the example were calculated in double precision.
